# Tunnelling levels of the mobile interstitial in the silicon G centre: verification in Python

```python
"""
Result under test: an interstitial tunnelling among six equivalent wells on a
ring has levels E_k = -2 t cos(pi k/3), k = 0, +-1, +-2, 3, that is
-2t, -t, +t, +2t with degeneracies 1, 2, 2, 1.
Symbols: t = t1 neighbour hopping, t2 and t3 hops to second and third
neighbours, B = hbar^2/(2 M r^2) rotational constant, M moving mass,
r ring radius, V0 barrier height, phi angle on the ring.
Ring potential: (V0/2)(1 - cos 6 phi). Rotor energies are in meV,
tunnelling energies in micro-eV (ueV).
The parameters are rough model values in the regime of the silicon G centre.
"""
import numpy as np
from scipy import constants as const
from scipy.special import mathieu_a, mathieu_b
from scipy.spatial.transform import Rotation


def ring_matrix(t1, t2=0.0, t3=0.0):
    """Site Hamiltonian built from the distance between wells on the ring."""
    hop = [0.0, t1, t2, t3]
    h = np.zeros((6, 6))
    for a in range(6):
        for b in range(6):
            h[a, b] = -hop[min((a - b) % 6, (b - a) % 6)]
    return h


def group_levels(energies, tol):
    """Collect sorted energies into levels; return mean energies and counts."""
    groups = [[energies[0]]]
    for e in energies[1:]:
        if e - groups[-1][-1] < tol:
            groups[-1].append(e)
        else:
            groups.append([e])
    return np.array([np.mean(g) for g in groups]), [len(g) for g in groups]


def rotor_levels(b_rot, barrier):
    """All levels of the ring particle in plane waves, without sorting by k."""
    m = np.arange(-60, 61)
    h = np.diag(b_rot * m**2 + barrier / 2)
    h -= barrier / 4 * (np.eye(121, k=6) + np.eye(121, k=-6))
    return np.linalg.eigvalsh(h)


def hoppings(four):
    """Hoppings t1, t2, t3 from the four distinct levels in order of |k|."""
    e0, e1, e2, e3 = four
    return ((e3 + e2 - e1 - e0) / 6, (e1 + e2 - e0 - e3) / 6,
            (-e0 + 2 * e1 - 2 * e2 + e3) / 6)


# --- Symmetry: silicon lattice seen from the middle of the C-C bond ---------
atoms = set()
for n in np.ndindex(9, 9, 9):
    n = np.array(n) - 4
    if n.sum() % 2 == 0:
        for shift in (-1, 1):
            p = 4 * n + shift
            if p @ p <= 150:
                atoms.add(tuple(int(x) for x in p))
atom_array = np.array(sorted(atoms))
cyclic = np.array([[0, 0, 1], [1, 0, 0], [0, 1, 0]])
s6 = -cyclic                      # inversion times a 120 degree turn about 111
image = set(tuple(int(x) for x in p) for p in atom_array @ s6.T)
assert image == atoms
axis = np.ones(3) / np.sqrt(3)
c6 = Rotation.from_rotvec(axis * np.pi / 3).as_matrix()
turned = atom_array @ c6.T
distance = np.linalg.norm(turned[:, None, :] - atom_array[None, :, :], axis=2)
assert distance.min(axis=1).max() > 0.5      # no proper sixfold axis
site = np.array([1, 1, -2])                  # off-axis, in a mirror plane
orbit = [site]
for _ in range(5):
    orbit.append(s6 @ orbit[-1])
assert len(set(tuple(int(x) for x in p) for p in orbit)) == 6
assert np.array_equal(s6 @ orbit[-1], site)
for a in range(6):
    cos_step = orbit[a] @ orbit[(a + 1) % 6] / (site @ site)
    assert abs(cos_step - np.cos(np.pi / 3)) < 1e-12

# --- Site model against the cosine formula ----------------------------------
k_values = np.array([-2, -1, 0, 1, 2, 3])
unit_levels = np.linalg.eigvalsh(ring_matrix(1.0))
assert np.allclose(unit_levels, np.sort(-2 * np.cos(np.pi * k_values / 3)),
                   atol=1e-12)
unit_means, unit_counts = group_levels(unit_levels, 1e-9)
assert unit_counts == [1, 2, 2, 1]
assert np.allclose(unit_means, [-2, -1, 1, 2], atol=1e-12)
assert abs(np.sum(unit_levels)) < 1e-12
assert abs(np.sum(unit_levels**2) - 12) < 1e-11

long_hops = (1.0, 0.17, -0.08)
long_levels = np.linalg.eigvalsh(ring_matrix(*long_hops))
long_formula = (-2 * long_hops[0] * np.cos(np.pi * k_values / 3)
                - 2 * long_hops[1] * np.cos(2 * np.pi * k_values / 3)
                - long_hops[2] * np.cos(np.pi * k_values))
assert np.allclose(long_levels, np.sort(long_formula), atol=1e-12)
assert group_levels(long_levels, 1e-9)[1] == [1, 2, 2, 1]

# Electronic state that changes sign after one circuit: one hop is reversed.
twisted = ring_matrix(1.0)
twisted[0, 5] *= -1
twisted[5, 0] *= -1
twist_means, twist_counts = group_levels(np.linalg.eigvalsh(twisted), 1e-9)
assert twist_counts == [2, 2, 2]
assert np.allclose(twist_means, [-np.sqrt(3), 0, np.sqrt(3)], atol=1e-12)

# --- Ring particle with rough G-centre parameters ---------------------------
mass_u, radius_nm, barrier_mev = 28.0, 0.07, 30.0
inertia = mass_u * const.atomic_mass * (radius_nm * 1e-9)**2
b_mev = const.hbar**2 / (2 * inertia) / const.e * 1e3
rotor = rotor_levels(b_mev, barrier_mev)
rotor_uev = rotor[:6] * 1e3
four_uev, rotor_counts = group_levels(rotor_uev, 1e-3)
assert rotor_counts == [1, 2, 2, 1]
t1, t2, t3 = hoppings(four_uev)
model_uev = np.array([-2, -1, 1, 2]) * t1
centred = four_uev - np.mean(rotor_uev)
assert t1 > 0
assert np.max(np.abs(centred - model_uev)) < 0.02 * t1

# Width of the lowest band from Mathieu characteristic values; the tolerance
# allows for subtracting two nearly equal library values.
q = barrier_mev / (36 * b_mev)
mathieu_width = 9 * b_mev * (mathieu_b(1, q) - mathieu_a(0, q)) * 1e3
rotor_width = four_uev[3] - four_uev[0]
assert abs(mathieu_width / rotor_width - 1) < 1e-4

# Localized well state: sum of the lowest Bloch states, each positive at phi=0.
grid_n = 600
phi = 2 * np.pi * np.arange(grid_n) / grid_n
step = 2 * np.pi / grid_n
well = np.zeros(grid_n, dtype=complex)
for k in k_values:
    m = k + 6 * np.arange(-12, 13)
    block = np.diag(b_mev * m**2 + barrier_mev / 2)
    block -= barrier_mev / 4 * (np.eye(25, k=1) + np.eye(25, k=-1))
    coeff = np.linalg.eigh(block)[1][:, 0]
    coeff = coeff * np.sign(coeff.sum())
    well += np.exp(1j * np.outer(phi, m)) @ coeff / np.sqrt(12 * np.pi)
assert np.max(np.abs(well.imag)) < 1e-8
well = well.real
neighbour = np.roll(well, grid_n // 6)
wave_number = np.fft.fftfreq(grid_n, 1 / grid_n)
h_neighbour = (b_mev * np.fft.ifft(wave_number**2 * np.fft.fft(neighbour)).real
               + barrier_mev / 2 * (1 - np.cos(6 * phi)) * neighbour)
assert abs(np.sum(well**2) * step - 1) < 1e-9
assert abs(np.sum(well * neighbour) * step) < 1e-9
hop_element = np.sum(well * h_neighbour) * step * 1e3
assert abs(hop_element / (-t1) - 1) < 1e-5
signed_phi = (phi + np.pi) % (2 * np.pi) - np.pi
own_weight = np.sum(well[np.abs(signed_phi) < np.pi / 6]**2) * step
assert own_weight > 0.99

# Low barrier: neighbour hopping would give the ratio 4, which must fail here.
low_barrier = 1.0
low = rotor_levels(b_mev, low_barrier)
low_ratio = (low[5] - low[0]) / (low[1] - low[0])
high_ratio = rotor_width / (four_uev[1] - four_uev[0])
assert abs(high_ratio - 4) < 0.05 and low_ratio > 5

# --- Strain that removes the threefold symmetry -----------------------------
strain_pattern = np.diag(np.cos(2 * np.pi * np.arange(6) / 3))
small = 0.01 * t1
split = np.linalg.eigvalsh(ring_matrix(t1) + small * strain_pattern)
assert abs((split[2] - split[1]) / small - 1) < 0.005
assert abs((split[4] - split[3]) / small - 1) < 0.005

# --- Output -----------------------------------------------------------------
print("levels in units of t:", np.round(unit_means, 6) + 0.0)
print("degeneracies:", unit_counts)
print("sign-changed ring, levels/t:", np.round(twist_means, 4) + 0.0)
print("sign-changed ring, degeneracies:", twist_counts)
print(f"moving mass = {mass_u:.1f} u (rough)")
print(f"ring radius = {radius_nm:.3f} nm (rough)")
print(f"barrier V0 = {barrier_mev:.1f} meV (rough)")
print(f"rotational constant B = {b_mev:.4f} meV")
print(f"lowest ring level above well bottom = {rotor[0]:.3f} meV")
print(f"neighbour hopping t = {t1:.4f} ueV")
t_ghz = t1 * 1e-6 * const.e / const.h / 1e9
print(f"t/h = {t_ghz:.4f} GHz")
print(f"t2/t1 = {t2 / t1:.2e}, t3/t1 = {t3 / t1:.2e}")
print("four levels of site model (ueV):", np.round(model_uev, 4))
print("four levels of ring particle, mean removed (ueV):",
      np.round(centred, 4))
print("ring-particle degeneracies:", rotor_counts)
print("site-model gaps (ueV):", np.round(np.diff(model_uev), 4))
print(f"total width, ring particle = {rotor_width:.4f} ueV")
print(f"total width, Mathieu values = {mathieu_width:.4f} ueV")
print(f"hopping element by quadrature = {hop_element:.4f} ueV")
print(f"weight of well state in own well = {own_weight:.6f}")
print(f"(E3-E0)/(E1-E0) at {barrier_mev:.0f} meV barrier = {high_ratio:.4f}")
print(f"(E3-E0)/(E1-E0) at {low_barrier:.0f} meV barrier = {low_ratio:.4f}")

for other in (20.0, 40.0):
    other_four = group_levels(rotor_levels(b_mev, other)[:6] * 1e3, 1e-3)[0]
    print(f"t with barrier {other:.0f} meV = {hoppings(other_four)[0]:.4f} ueV")
heavy = group_levels(rotor_levels(b_mev / 1.2, barrier_mev)[:6] * 1e3, 1e-3)[0]
print(f"t with 20% larger moment of inertia = {hoppings(heavy)[0]:.4f} ueV")

coupling_ev = 1.0
print(f"strain coupling = {coupling_ev:.1f} eV per unit strain (rough)")
for strain in (1e-7, 1e-6, 1e-5):
    d = coupling_ev * strain * 1e6
    lev = np.linalg.eigvalsh(ring_matrix(t1) + d * strain_pattern)
    print(f"strain {strain:.0e}: d = {d:.2f} ueV, levels (ueV):",
          np.round(lev, 3))

torsion_gap = rotor[6] - rotor[0]
print(f"gap to next torsional band = {torsion_gap:.3f} meV")
attempt_hz = torsion_gap * 1e-3 * const.e / const.h
for temperature in (4.0, 30.0):
    kt_mev = const.k * temperature / const.e * 1e3
    weights = np.array(unit_counts) * np.exp(-model_uev * 1e-3 / kt_mev)
    weights /= weights.sum()
    over_hz = attempt_hz * np.exp(-(barrier_mev - rotor[0]) / kt_mev)
    print(f"{temperature:.0f} K: kT = {kt_mev * 1e3:.1f} ueV, "
          "populations of four levels:", np.round(weights, 4))
    print(f"{temperature:.0f} K: Boltzmann factor of next torsional band = "
          f"{np.exp(-torsion_gap / kt_mev):.2e}")
    print(f"{temperature:.0f} K: rough classical rate over barrier = "
          f"{over_hz / 1e9:.2e} GHz")
print("done: every assertion held")
```

Printed output:

```
levels in units of t: [-2. -1.  1.  2.]
degeneracies: [1, 2, 2, 1]
sign-changed ring, levels/t: [-1.7321  0.      1.7321]
sign-changed ring, degeneracies: [2, 2, 2]
moving mass = 28.0 u (rough)
ring radius = 0.070 nm (rough)
barrier V0 = 30.0 meV (rough)
rotational constant B = 0.1523 meV
lowest ring level above well bottom = 6.043 meV
neighbour hopping t = 2.4358 ueV
t/h = 0.5890 GHz
t2/t1 = -8.15e-04, t3/t1 = 2.07e-06
four levels of site model (ueV): [-4.8716 -2.4358  2.4358  4.8716]
four levels of ring particle, mean removed (ueV): [-4.8676 -2.4378  2.4338  4.8756]
ring-particle degeneracies: [1, 2, 2, 1]
site-model gaps (ueV): [2.4358 4.8716 2.4358]
total width, ring particle = 9.7432 ueV
total width, Mathieu values = 9.7432 ueV
hopping element by quadrature = -2.4358 ueV
weight of well state in own well = 0.999944
(E3-E0)/(E1-E0) at 30 meV barrier = 4.0098
(E3-E0)/(E1-E0) at 1 meV barrier = 7.6114
t with barrier 20 meV = 9.7218 ueV
t with barrier 40 meV = 0.7223 ueV
t with 20% larger moment of inertia = 0.9629 ueV
strain coupling = 1.0 eV per unit strain (rough)
strain 1e-07: d = 0.10 ueV, levels (ueV): [-4.872 -2.486 -2.386  2.386  2.486  4.872]
strain 1e-06: d = 1.00 ueV, levels (ueV): [-4.935 -2.936 -2.008  1.936  2.999  4.944]
strain 1e-05: d = 10.00 ueV, levels (ueV): [-8.092 -7.436 -3.447 -2.564 10.656 10.882]
gap to next torsional band = 11.115 meV
4 K: kT = 344.7 ueV, populations of four levels: [0.169  0.3357 0.331  0.1643]
4 K: Boltzmann factor of next torsional band = 9.89e-15
4 K: rough classical rate over barrier = 1.76e-27 GHz
30 K: kT = 2585.2 ueV, populations of four levels: [0.167  0.3336 0.333  0.1664]
30 K: Boltzmann factor of next torsional band = 1.36e-02
30 K: rough classical rate over barrier = 2.54e-01 GHz
done: every assertion held
```
